# Spin-polarization energy of the nitrogen atom and PAW cohesive energies

**The situation.** A PAW data set is generated from a reference atom, taken here as spherical and non-magnetic. We consider PAW totals that are counted from the energies of these reference atoms. For nitrogen the reference has the configuration $1s^2\,2s^2\,2p^3$ with 1.5 electrons of each spin in the $2p$ shell, spread evenly over its three orbitals. The free atom in its ground state is a quartet: all three $2p$ electrons have spin up. Define

$$\Delta E=E_{\rm gs}-E_{\rm ref}.$$

The treatment is non-relativistic LSDA with Slater exchange and Perdew–Wang correlation. Algebra is in atomic units, numbers are in eV and angstrom, and the computed values are collected in the numerical output.

## Part (a): the radial problem

**Question.** Show that both states can be treated by a radial code. Derive the equations, and put them in a form that a computer can solve.

**Answer.** An orbital is $\psi=[u(r)/r]\,Y_{1m}$ for $2p$, and likewise with $Y_{00}$ for an $s$ orbital. With the real functions $Y\propto x/r,\,y/r,\,z/r$,

$$\sum_m Y_{1m}^2=\frac{3}{4\pi}\,\frac{x^2+y^2+z^2}{r^2}=\frac{3}{4\pi}.$$

Three equally occupied $p$ orbitals therefore give a spherical density. This holds for each spin in both states, with occupation $\tfrac12$ per orbital in the reference and 1 or 0 in the quartet. If $f_{i\sigma}$ is the number of electrons in shell $i$ with spin $\sigma$, then

$$q_\sigma(r)=4\pi r^2n_\sigma(r)=\sum_i f_{i\sigma}u_{i\sigma}^2,\qquad \int u_{i\sigma}^2\,dr=1,\qquad q=q_\uparrow+q_\downarrow .$$

Since $\nabla^2(uY/r)=(Y/r)\,[u''-l(l+1)u/r^2]$, the Kohn–Sham equation becomes

$$\Big[-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v_\sigma\Big]u=\varepsilon u,\qquad v_\sigma=-\frac Zr+V_H+v_{xc,\sigma}.$$

For a spherical $V_H$, Poisson's equation $\nabla^2V_H=-4\pi n$ reads $(rV_H)''/r=-q/r^2$, so

$$(rV_H)''=-\frac qr,\qquad rV_H\to0\ (r\to0),\qquad rV_H\to N\ (r\to\infty),$$

with $N$ the number of electrons. The total energy is

$$E=\sum_{i\sigma}f_{i\sigma}t_{i\sigma}-Z\int\frac qr\,dr+\frac12\int qV_H\,dr+E_{xc}[n_\uparrow,n_\downarrow],$$

$$t=\int\Big[\frac{u'^2}{2}+\frac{l(l+1)}{2r^2}u^2\Big]dr .$$

Here $-\tfrac12\int uu''dr$ was integrated by parts; the boundary terms vanish because $u$ is zero at both ends.

For the exchange part, start from the unpolarized form $E_x[n]=-\frac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Exchange acts between equal spins, so $E_x[n_\uparrow,n_\downarrow]=\frac12E_x[2n_\uparrow]+\frac12E_x[2n_\downarrow]$. The factor $\frac12\,2^{4/3}=2^{1/3}$ gives

$$E_x=-\frac34\Big(\frac6\pi\Big)^{1/3}\int\big(n_\uparrow^{4/3}+n_\downarrow^{4/3}\big)d^3r,\qquad v_{x,\sigma}=-\Big(\frac{6n_\sigma}{\pi}\Big)^{1/3}.$$

Correlation enters through the Perdew–Wang energy per electron of the uniform gas, with $v_{c,\sigma}=\partial(n\varepsilon_c)/\partial n_\sigma$.

To discretize, map $x\in[-1,1]$ to $r(x)\in[0,R]$, with points dense near the nucleus and $R$ far outside the atom. Take Gauss–Lobatto points $x_k$ with weights $w_k$, and write $u=\sum_ju_j\ell_j(x)$, where the Lagrange polynomials obey $\ell_j(x_k)=\delta_{jk}$. With $D_{kj}=\ell_j'(x_k)$, $dr=r'dx$ and $du/dr=(du/dx)/r'$, quadrature gives

$$\int u^2dr\approx\sum_jW_ju_j^2,\quad W_j=w_jr'_j;\qquad \int\Big(\frac{du}{dr}\Big)^2dr\approx\sum_{ij}u_iS_{ij}u_j,\quad S_{ij}=\sum_k\frac{w_k}{r'_k}D_{ki}D_{kj}.$$

The unknowns $c_j=\sqrt{W_j}\,u_j$ make the norm $\sum_jc_j^2$. Making the energy stationary at fixed norm then yields an ordinary symmetric eigenvalue problem with the matrix

$$H_{ij}=\frac{S_{ij}}{2\sqrt{W_iW_j}}+\delta_{ij}\Big[\frac{l(l+1)}{2r_i^2}+v_\sigma(r_i)\Big].$$

For the Hartree potential set $rV_H=Nr/R+U$ with $U=0$ at both ends. The linear term has no second derivative, so $-U''=q/r$. Multiplying by $\ell_i$ and integrating by parts gives $\sum_jS_{ij}U_j=W_iq_i/r_i$.

The cycle is: density, potentials, orbitals, new density, mixed with the old one until it no longer changes.

## Part (b): two total energies

**Question.** Solve the two atoms. Give $\Delta E$, split it into its physical parts, and state what supports the number.

**Answer.** The totals are $E_{\rm ref}=-1470.0453$ eV and $E_{\rm gs}=-1473.0717$ eV. Hence

$$\Delta E=-1473.0717+1470.0453=-3.0264\ \text{eV}\quad(-0.1112\ \text{hartree}).$$

The changes of the kinetic, nuclear-attraction, Hartree and exchange-correlation energies add up as

$$3.5339-8.2349+5.6040-3.9294=-3.0264\ \text{eV}.$$

The first three signs are those of a charge cloud that contracts: more kinetic energy, stronger attraction, stronger repulsion. The occupied $2p$ orbital agrees with this reading, since its mean radius falls from 0.784 to 0.756 angstrom. The contraction is a net effect and not shared by every orbital: the spin-down $2s$ orbital expands, from about 0.70 to 0.73 angstrom.

A second radial grid reproduces $\Delta E$ to the digits shown. A three-dimensional calculation in a Gaussian basis, with a separate implementation of the functional, gives totals higher by 1.4 meV for both states and the same difference, $-3.0264$ eV. These tests concern the numerical solution of the LSDA equations; they say nothing about the error of LSDA itself. Nor is $\Delta E$ a measurable energy, because the reference atom, with its fractional occupations, is a device of the calculation.

## Part (c): the origin of the energy

**Question.** Keep the orbitals of the reference atom and change only the spin occupations. Which terms change, and with what sign? How is the result related to $\Delta E$?

**Answer.** With fixed orbitals the $2p$ shell still holds three electrons in the same $u_{2p}$. The kinetic energy is unchanged, and so is the total density, which fixes the nuclear and Hartree terms. What remains is

$$\Delta E_0=E_{xc}[n_\uparrow,n_\downarrow]-E_{xc}[n/2,n/2].$$

The function $g(n)=n^{4/3}$ is strictly convex, so at given $n=n_\uparrow+n_\downarrow$

$$n_\uparrow^{4/3}+n_\downarrow^{4/3}\ \ge\ 2\,(n/2)^{4/3},$$

with equality for $n_\uparrow=n_\downarrow$. The prefactor of $E_x$ is negative, so polarization lowers the exchange energy. Correlation works the other way here, as the computed values show:

$$\Delta E_0=-3.7796+0.8566=-2.9230\ \text{eV}.$$

The reference orbitals are an allowed trial set for the quartet, whose energy is the minimum over orthonormal orbitals at its occupations. Therefore $\Delta E\le\Delta E_0$, and the computed values obey this. Relaxation supplies the remaining $-0.1034$ eV.

This remainder is small although the separate parts move by several eV. The sum of the kinetic, nuclear and Hartree changes in part (b) is $+0.9030$ eV, while exchange-correlation falls by a further $3.9294-2.9230=1.0064$ eV when the orbitals relax. The two nearly cancel because the quartet energy is stationary at its own orbitals: the error of a trial set begins at second order in the orbital change.

## Part (d): a second road through the levels

**Question.** Let the $2p$ occupations be $f_\uparrow=(3+M)/2$ and $f_\downarrow=(3-M)/2$. Express $\Delta E$ through the $2p$ levels, evaluate it, and compare with a Stoner model in which the splitting is proportional to $M$.

**Answer.** Differentiate the energy of part (a) with respect to one occupation $f_i$ (the spin label is absorbed in $i$). The explicit dependence gives

$$\frac{\partial E}{\partial f_i}=t_i+\int u_i^2\Big(-\frac Zr+V_H+v_{xc,\sigma}\Big)dr=\varepsilon_i .$$

The factor $\frac12$ of the Hartree energy disappears because $q$ occurs in it twice, symmetrically. The orbitals also change, which contributes

$$\sum_jf_j\,2\int\frac{\partial u_j}{\partial f_i}\,h_ju_j\,dr=\sum_jf_j\varepsilon_j\frac{\partial}{\partial f_i}\int u_j^2\,dr=0,$$

where $h_j$ is the radial Kohn–Sham operator and the norm is fixed. This is Janak's theorem, $dE/df_i=\varepsilon_i$. With $df_\uparrow/dM=\frac12$ and $df_\downarrow/dM=-\frac12$,

$$\frac{dE}{dM}=\frac12(\varepsilon_\uparrow-\varepsilon_\downarrow),\qquad \Delta E=\frac12\int_0^3(\varepsilon_\uparrow-\varepsilon_\downarrow)\,dM .$$

Six-point Gauss quadrature, with a self-consistent atom at each $M$, gives

$$\begin{aligned}\Delta E\approx-\tfrac12\big(&0.2570\cdot0.1363+0.5411\cdot0.6837+0.7019\cdot1.5379\\&+0.7019\cdot2.5028+0.5411\cdot3.3505+0.2570\cdot3.8861\big)\ \text{eV}=-3.026\ \text{eV}.\end{aligned}$$

This agrees with part (b), although no difference of total energies was taken. The splitting is negative at all six points, which indicates an energy that falls steadily towards full polarization.

In the Stoner model $\varepsilon_\uparrow-\varepsilon_\downarrow=-IM$, so

$$\Delta E=-\frac I2\int_0^3M\,dM=-\frac94I .$$

The smallest $M$ gives $I=1.345$ eV and hence $\Delta E=-3.026$ eV. The agreement is closer than the model deserves. The ratio of splitting to $M$ is not constant: it is $2.5028/1.8579=1.347$ eV at the fourth point and $3.8861/2.8987=1.341$ eV at the last. These deviations, about half a percent in total spread, have both signs and largely cancel in the integral.

## Part (e): the frozen core and the cohesive energy

**Question.** PAW keeps the core of the reference atom. How does this change $\Delta E$? Derive the cohesive energy from PAW totals, and state when $\Delta E$ drops out.

**Answer.** Fix the $1s$ orbital of the reference atom for both spins and keep the valence orbitals orthogonal to it. The energy is then minimized over a smaller set, so it cannot fall below the relaxed one. For the reference atom the relaxed minimum already satisfies the constraint, and $E_{\rm ref}$ is unchanged. Therefore $\Delta E^{\rm fc}\ge\Delta E$. The computed value is $\Delta E^{\rm fc}=-3.0235$ eV, which is 2.9 meV above the relaxed result.

Let a PAW code subtract a constant $c_a$ for each atom $a$. Leaving out the errors of projectors and plane waves,

$$E_{\rm PAW}(X)=E^{\rm fc}(X)-\sum_{a\in X}c_a .$$

Define the cohesive energy per cell as positive for a bound solid and insert this relation:

$$E_{\rm coh}=\sum_aE^{\rm fc}_{{\rm gs},a}-E^{\rm fc}(\text{solid})=\sum_a\big(E^{\rm fc}_{{\rm gs},a}-c_a\big)-E_{\rm PAW}(\text{solid}).$$

The bracket is the PAW total of the free atom, so the choice of $c_a$ cancels if atom and solid use the same one. If the zero is the reference atom, $c_a=E_{{\rm ref},a}$, then

$$\boxed{E_{\rm coh}=\sum_a\Delta E_a^{\rm fc}-E_{\rm PAW}(\text{solid})}$$

If each free atom, computed with the frozen core, lies at or below its reference, then $\Delta E_a^{\rm fc}\le0$ and $-E_{\rm PAW}$ alone is too large by $\sum_a|\Delta E_a^{\rm fc}|$.

Three conditions go with this formula.

- The functional, the core and the treatment of relativity must be the same in $\Delta E_a$ and in the solid. This includes the fit used for the correlation of the uniform gas: the value $-3.03$ eV belongs to the Perdew–Wang fit, and the Perdew–Zunger fit gives about $-2.89$ eV for the same atom.
- $\Delta E_a$ must contain the whole step from reference to ground state. For half-filled nitrogen this is spin polarization of a spherical atom. An open shell with a non-spherical density can add a further term.
- Magnetism of the solid belongs to $E_{\rm PAW}(\text{solid})$ and does not replace the atomic term.

For a reaction with equal numbers of each kind of atom on both sides, $\sum_ac_a$ is the same on both sides and cancels. If no free atom takes part, $\Delta E_a$ does not occur at all. A formation energy counted from elemental solids and molecules is of this kind.

## Part (f): using the formula

**Question.** (i) Take a non-magnetic, spherical N$^+$ state with one $2p$ electron of each spin. Its frozen-core total, counted from the reference atom, is 13.7366 eV. Find the energy needed to reach it from the quartet atom. (ii) A model cell has one nitrogen atom and one partner whose free ground state is its own reference atom. Its PAW total is $-14$ eV. Find $E_{\rm coh}$. (iii) What happens when the lattice is pulled apart?

**Answer.** (i) The quartet lies at $\Delta E^{\rm fc}$ on the same scale, so the energy is

$$13.7366-(-3.0235)=16.7601\ \text{eV}.$$

An all-electron Gaussian calculation with a relaxed core gives 16.7629 eV. The difference of $-2.8$ meV contains both the frozen-core error and the small basis-set differences, which are not separated here. Without $\Delta E$ the error would be $-3.03$ eV. This tests the energy zero and the frozen core, not PAW projectors. The N$^+$ state is a test state, not the ground state of the ion, so 16.76 eV is not the ionization energy.

(ii) The partner contributes nothing to the atomic sum:

$$E_{\rm coh}=-3.02-(-14.00)=10.98\ \text{eV per cell}.$$

The uncorrected value, 14.00 eV, is too large by $14.00/10.98-1=27.5\,\%$ of the corrected one. The absolute error is fixed by the number of nitrogen atoms, so the relative error grows as the binding becomes weaker.

(iii) Assume that the atoms separate as neutral atoms. In LSDA this is a condition, not a certainty. By Janak's theorem, moving a small fraction $\delta$ of an electron between distant atoms changes the energy, to first order in $\delta$, by the difference of the two levels times $\delta$, so charge flows whenever an occupied level of one atom lies above a level of the other that has room. For the quartet, neutrality requires the partner's highest occupied level to lie below the empty spin-down $2p$ level at $-4.38$ eV and its lowest empty level to lie above the filled spin-up level at $-8.40$ eV. For non-magnetic nitrogen, the partly filled $2p$ level at $-7.24$ eV must lie between the partner's highest occupied and lowest empty levels. With neutral atoms in their ground states the cohesive energy must vanish at large separation. If the calculation lets each nitrogen atom become a quartet, $E_{\rm PAW}\to\Delta E^{\rm fc}$ and the formula gives $E_{\rm coh}\to0$. If it is held non-magnetic with neutral spherical atoms, $E_{\rm PAW}\to0$ and $E_{\rm coh}\to\Delta E^{\rm fc}=-3.02$ eV: the separated atoms are left above their ground state. The uncorrected expression $-E_{\rm PAW}$ tends to zero in this second case, but it measures binding relative to reference atoms, not to free nitrogen atoms in their ground state.

## Table of computed values

```
E reference atom, radial: -1470.0453 eV
E quartet atom, radial: -1473.0717 eV
E reference atom, Gaussian: -1470.0439 eV
E quartet atom, Gaussian: -1473.0703 eV
dE spin polarization, radial: -3.0264 eV
dE spin polarization, radial: -0.111218 hartree
dE spin polarization, Gaussian: -3.0264 eV
dE on second radial grid: -3.0264 eV
part of dE, kinetic: 3.5339 eV
part of dE, nuclear attraction: -8.2349 eV
part of dE, Hartree: 5.6040 eV
part of dE, xc: -3.9294 eV
fixed orbitals, exchange change: -3.7796 eV
fixed orbitals, correlation change: 0.8566 eV
fixed orbitals, sum: -2.9230 eV
orbital relaxation, dE minus that sum: -0.1034 eV
2p level, reference: -7.2441 eV
2p level, quartet up: -8.3951 eV
2p level, quartet down (empty): -4.3772 eV
mean 2p radius, reference: 0.7837 angstrom
mean 2p radius, quartet up: 0.7564 angstrom
M = 0.1013, weight 0.2570: eps_up - eps_down = -0.1363 eV
M = 0.5082, weight 0.5411: eps_up - eps_down = -0.6837 eV
M = 1.1421, weight 0.7019: eps_up - eps_down = -1.5379 eV
M = 1.8579, weight 0.7019: eps_up - eps_down = -2.5028 eV
M = 2.4918, weight 0.5411: eps_up - eps_down = -3.3505 eV
M = 2.8987, weight 0.2570: eps_up - eps_down = -3.8861 eV
dE from Janak integral: -3.0264 eV
Stoner parameter I at smallest M: 1.3451 eV
Stoner estimate -I*9/4: -3.0264 eV
frozen-core dE: -3.0235 eV
core relaxation energy in quartet: 0.00293 eV
N+ test state, PAW-type total: 13.7366 eV
quartet to N+ test state, PAW-type with dE: 16.7601 eV
quartet to N+ test state, all-electron Gaussian: 16.7629 eV
error with dE: -0.0028 eV
error without dE: -3.0263 eV
model cell, PAW total (input): -14.00 eV
model cell, cohesive energy without dE: 14.00 eV
model cell, cohesive energy with dE: 10.98 eV
model cell, overestimate without dE: 27.5 percent
```
